# The {111} Planes of a (110) Silicon Wafer in Anisotropic Etching: a program that tests the result

```python
"""
Result under test: on a cubic (110) wafer two {111} planes are vertical, with
surface traces crossing at arccos(1/3); the other two {111} planes are inclined
to the surface by arctan(1/sqrt(2)). For a parallelogram opening with sides
a, b along the vertical-plane traces, zero-rate {111} planes limit the depth to
(a+b)/(2 sqrt(3)); at depth t the centreline along a has length
a+b-2 sqrt(3) t, when this lies between 0 and a.

Symbols: n = wafer normal, m = {111} normal, a = long side, b = short side,
w = perpendicular slot width, t = wafer thickness. Lengths are in micrometres.
The lattice automaton uses half a cubic lattice constant as its length unit.
"""
import itertools
import numpy as np
from scipy.optimize import linprog

n_int = np.array([1, 1, 0])
n = n_int / np.sqrt(2)
planes = [np.array(p) for p in
          [(1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)]]

# Enumerate fcc lattice vectors, in units of half the cubic lattice constant.
vectors = [np.array(v) for v in itertools.product(range(-3, 4), repeat=3)
           if any(v) and sum(v) % 2 == 0]


def steepest_angle(m):
    """Largest angle to the wafer surface of any lattice line in plane m."""
    sines = [abs(v @ n) / np.linalg.norm(v) for v in vectors if v @ m == 0]
    return np.degrees(np.arcsin(min(1.0, max(sines))))


def surface_trace(m):
    """Shortest lattice vector lying in both plane m and the surface."""
    common = [v for v in vectors if v @ m == 0 and v @ n_int == 0]
    v = min(common, key=lambda q: q @ q)
    return v if v[0] > 0 else -v


def line_angle(p, q):
    c = abs(p @ q) / (np.linalg.norm(p) * np.linalg.norm(q))
    return np.degrees(np.arccos(min(1.0, c)))


trace_formula = np.degrees(np.arccos(1 / 3))
tilt_formula = np.degrees(np.arctan(1 / np.sqrt(2)))
print("Wafer normal: [1 1 0]")
vertical = []
inclined = []
for m in planes:
    angle = steepest_angle(m)
    trace = surface_trace(m)
    print(f"plane {m.tolist()}: m.n(integers) = {m @ n_int}, "
          f"trace {trace.tolist()}, angle to surface {angle:.2f} deg")
    # The cross product must be parallel to the enumerated trace.
    assert np.all(np.cross(np.cross(n_int, m), trace) == 0)
    if m @ n_int == 0:
        assert abs(angle - 90) < 1e-5
        vertical.append(trace)
    else:
        assert abs(angle - tilt_formula) < 1e-8
        inclined.append(trace)
assert len(vertical) == 2 and len(inclined) == 2
trace_angle = line_angle(vertical[0], vertical[1])
assert abs(trace_angle - trace_formula) < 1e-8
assert abs(trace_angle - 2 * tilt_formula) < 1e-8
assert line_angle(inclined[0], inclined[1]) < 1e-5
to_001 = [line_angle(v, np.array([0, 0, 1])) for v in vertical]
to_110 = [line_angle(v, np.array([1, -1, 0])) for v in vertical]
assert np.allclose(to_001, trace_angle / 2)
assert np.allclose(to_110, 90 - trace_angle / 2)
print(f"angle between vertical-plane traces: {trace_angle:.2f} deg")
print(f"supplementary trace angle: {180 - trace_angle:.2f} deg")
print(f"tilt of remaining pair from surface: {tilt_formula:.2f} deg")
print(f"tilt of remaining pair from vertical: {90 - tilt_formula:.2f} deg")
print(f"each vertical-plane trace to [001]: {to_001[0]:.2f} deg")
print(f"each vertical-plane trace to [1 -1 0]: {to_110[0]:.2f} deg")

# Etching automaton: an fcc site dissolves if fewer than 9 neighbours remain.
half = 27
axis = np.arange(-half, half + 1)
X, Y, Z = np.meshgrid(axis, axis, axis, indexing="ij")
site = (X + Y + Z) % 2 == 0
height = X + Y
neighbours = [v for v in itertools.product((-1, 0, 1), repeat=3)
              if sum(abs(c) for c in v) == 2]


def etch(opening):
    """Return dissolved sites; the top two masked layers are insoluble."""
    start = site & (height <= 0)
    solid = start.copy()
    inside_box = np.maximum(np.maximum(abs(X), abs(Y)), abs(Z)) < half
    soluble = inside_box & ~((height >= -1) & ~opening)
    while True:
        count = np.zeros(solid.shape, dtype=np.int8)
        for shift in neighbours:
            count += np.roll(solid, shift, axis=(0, 1, 2))
        gone = solid & soluble & (count < 9)
        if not gone.any():
            return start & ~solid
        solid &= ~gone


slot = (abs(X - Y + Z) <= 28) & (abs(-X + Y + Z) <= 12)
removed = etch(slot)
top_extent = int(np.max(Z[site & slot & (height == 0)]))
predicted = (site & slot & (height <= 0)
             & (abs(Z) <= top_extent + height))
mismatch = int(np.count_nonzero(removed ^ predicted))
# One percent allows for isolated lattice sites at facet edges.
assert mismatch < 0.01 * np.count_nonzero(predicted)
lattice_depth = np.max(-height[removed]) / np.sqrt(2)
depth_ratio = lattice_depth / (2 * top_extent)
assert abs(depth_ratio - 1 / (2 * np.sqrt(2))) < 0.02
aligned_undercut = int(np.count_nonzero(removed & ~slot))
rectangle = (abs(X - Y) <= 8) & (abs(Z) <= 10)
control_undercut = int(np.count_nonzero(etch(rectangle) & ~rectangle))
assert aligned_undercut == 0 and control_undercut > 0
print(f"automaton: dissolved sites {np.count_nonzero(removed)}, "
      f"sites differing from predicted cavity {mismatch}")
print(f"automaton: final depth / [001] extent = {depth_ratio:.4f}")
print(f"formula: final depth / [001] extent = {1 / (2 * np.sqrt(2)):.4f}")
print(f"automaton: undercut sites, aligned slot {aligned_undercut}, "
      f"rectangular control {control_undercut}")

# Engineering example: chosen dimensions and rough KOH etching parameters.
a = 1500.0
w = 50.0
t = 300.0
rate_110 = 2.0
rate_ratio = 200.0
misalignment_deg = 0.1
miscut_deg = 0.2
b = w / np.sin(np.radians(trace_angle))
u = np.array([1, -1, 2]) / np.sqrt(6)
v = np.array([-1, 1, 2]) / np.sqrt(6)
corners = np.array([i * a * u / 2 + j * b * v / 2
                    for i in (-1, 1) for j in (-1, 1)])
normals = np.array(list(itertools.product((-1, 1), repeat=3))) / np.sqrt(3)
support = np.max(normals @ corners.T, axis=1)


def centreline_length(depth, retreat=0.0):
    """Cut the half-space cavity by the centreline parallel to side a."""
    slope = normals @ u
    room = support + retreat + depth * (normals @ n)
    upper = np.min(room[slope > 1e-9] / slope[slope > 1e-9])
    lower = np.max(room[slope < -1e-9] / slope[slope < -1e-9])
    return upper - lower


solution = linprog(n, A_ub=normals, b_ub=support,
                   bounds=[(None, None)] * 3, method="highs")
assert solution.success
depth_limit = -solution.fun
assert abs(depth_limit - (a + b) / (2 * np.sqrt(3))) < 1e-5
extent_001 = np.ptp(corners[:, 2])
assert abs(extent_001 - (a + b) * np.sqrt(2 / 3)) < 1e-8
back_length = centreline_length(t)
assert 0 < back_length < a
assert abs(back_length - (a + b - 2 * np.sqrt(3) * t)) < 1e-7
minimum_sum = 2 * np.sqrt(3) * t

print(f"long side a: {a:.0f} um; perpendicular width w: {w:.0f} um")
print(f"wafer thickness t: {t:.0f} um")
print(f"short side b: {b:.2f} um")
print(f"opening extent along [001]: {extent_001:.1f} um")
print(f"limiting etch depth: {depth_limit:.1f} um")
print(f"minimum a+b for breakthrough: {minimum_sum:.1f} um")
print(f"back-face centreline length: {back_length:.1f} um")
print(f"centreline length lost through wafer: {a - back_length:.1f} um")

# Estimate departures from ideal zero-rate, perfectly aligned planes.
etch_time = t / rate_110
retreat = etch_time * rate_110 / rate_ratio
back_gain = centreline_length(t, retreat) - back_length
assert abs(back_gain - 3 * np.sqrt(2) * retreat) < 1e-7
delta = np.radians(misalignment_deg)
long_wall_normal = np.array([-1, 1, 1]) / np.sqrt(3)
widths = []
for sign in (-1, 1):
    turned = (corners * np.cos(delta)
              + sign * np.cross(n, corners) * np.sin(delta))
    widths.append(np.ptp(turned @ long_wall_normal))
misalignment_gain = max(widths) - w
assert abs(misalignment_gain - a * np.sin(delta)) < 0.05
wall_offset = t * np.tan(np.radians(miscut_deg))
print(f"rough (110) etch rate: {rate_110:.1f} um/min")
print(f"rough (110):(111) rate ratio: {rate_ratio:.0f}")
print(f"etch time to back face: {etch_time:.0f} min")
print(f"{{111}} retreat normal to each wall: {retreat:.2f} um")
print(f"slot widening from {{111}} retreat: {2 * retreat:.2f} um")
print(f"back-length gain from {{111}} retreat: {back_gain:.2f} um")
print(f"assumed mask misalignment: {misalignment_deg:.1f} deg")
print(f"largest widening from misalignment: {misalignment_gain:.2f} um")
print(f"assumed wafer miscut: {miscut_deg:.1f} deg")
print(f"largest wall offset through wafer: {wall_offset:.2f} um")
print("OK")
```

Printed output:

```
Wafer normal: [1 1 0]
plane [1, 1, 1]: m.n(integers) = 2, trace [1, -1, 0], angle to surface 35.26 deg
plane [1, 1, -1]: m.n(integers) = 2, trace [1, -1, 0], angle to surface 35.26 deg
plane [1, -1, 1]: m.n(integers) = 0, trace [1, -1, -2], angle to surface 90.00 deg
plane [-1, 1, 1]: m.n(integers) = 0, trace [1, -1, 2], angle to surface 90.00 deg
angle between vertical-plane traces: 70.53 deg
supplementary trace angle: 109.47 deg
tilt of remaining pair from surface: 35.26 deg
tilt of remaining pair from vertical: 54.74 deg
each vertical-plane trace to [001]: 35.26 deg
each vertical-plane trace to [1 -1 0]: 54.74 deg
automaton: dissolved sites 2597, sites differing from predicted cavity 0
automaton: final depth / [001] extent = 0.3536
formula: final depth / [001] extent = 0.3536
automaton: undercut sites, aligned slot 0, rectangular control 240
long side a: 1500 um; perpendicular width w: 50 um
wafer thickness t: 300 um
short side b: 53.03 um
opening extent along [001]: 1268.0 um
limiting etch depth: 448.3 um
minimum a+b for breakthrough: 1039.2 um
back-face centreline length: 513.8 um
centreline length lost through wafer: 986.2 um
rough (110) etch rate: 2.0 um/min
rough (110):(111) rate ratio: 200
etch time to back face: 150 min
{111} retreat normal to each wall: 1.50 um
slot widening from {111} retreat: 3.00 um
back-length gain from {111} retreat: 6.36 um
assumed mask misalignment: 0.1 deg
largest widening from misalignment: 2.65 um
assumed wafer miscut: 0.2 deg
largest wall offset through wafer: 1.05 um
OK
```
